# The minimum of Paschen's breakdown curve, with an argon example: test program

```python
"""
Paschen minimum: for Townsend ionisation alpha = A p exp(-B p/E) and constant
ion-induced electron yield gamma, the breakdown voltage of a uniform gap is least at
    p d = e L / A,   V_min = e B L / A,   L = ln(1 + 1/gamma),  e = Euler's number.
p: pressure (Torr), d: gap (cm), E = V/d: field (V/cm),
A: 1/(cm Torr), B: V/(cm Torr).
The test side marches the avalanche across the gap, finds the voltage at which
each generation of electrons just replaces itself, and searches for the minimum.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jn_zeros


def march(growth, loss=0.0, steps=100):
    """Runge-Kutta march of one electron across the gap (length scaled to 1).
    Returns electrons at the anode and ions produced in the gap."""
    h = 1.0 / steps
    net = growth - loss
    electrons, ions = 1.0, 0.0
    for _ in range(steps):
        k1 = electrons
        k2 = electrons + 0.5 * h * net * k1
        k3 = electrons + 0.5 * h * net * k2
        k4 = electrons + h * net * k3
        path_integral = h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        electrons += net * path_integral
        ions += growth * path_integral
    return electrons, ions


def feedback(V, pd, A, B, gamma, delay=0.0, power=0.0, side=0.0):
    """Cathode electrons released per electron that left the cathode.
    delay: volts fallen before ionising; power: exponent of gamma in E/p;
    side: (D/mu)*(radial wavenumber*d)^2 in volts, for sideways diffusion."""
    reduced_field = V / pd
    growth = A * pd * np.exp(-B / reduced_field) * (1 - delay / V)
    surface_yield = gamma * (reduced_field / B) ** power
    return surface_yield * march(growth, side / V)[1]


def breakdown(pd, A, B, gamma, **extra):
    def excess(log_V):
        return np.log(feedback(np.exp(log_V), pd, A, B, gamma, **extra))
    low, high = np.log(20.0), np.log(1e5)
    if excess(high) < 0:
        return np.inf
    return np.exp(brentq(excess, low, high, xtol=1e-13))


def find_minimum(A, B, gamma, **extra):
    grid = np.geomspace(0.1, 10.0, 40)
    values = [breakdown(pd, A, B, gamma, **extra) for pd in grid]
    i = int(np.argmin(values))
    assert 0 < i < len(grid) - 1
    best = minimize_scalar(lambda pd: breakdown(pd, A, B, gamma, **extra),
                           bounds=(grid[i - 1], grid[i + 1]), method="bounded",
                           options={"xatol": 1e-7})
    return best.x, best.fun


def formula_minimum(A, B, gamma):
    L = np.log(1 + 1 / gamma)
    return np.e * L / A, np.e * B * L / A


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


# Rough typical values for argon between metal plates
A, B, gamma = 12.0, 180.0, 0.07
gap = 5.0                    # cm
fit_low, fit_high = 100.0, 600.0   # V/(cm Torr), rough range of the fit
L = np.log(1 + 1 / gamma)
pd_opt, V_min = formula_minimum(A, B, gamma)

# Minimum from the marched avalanche, for three different parameter sets
for a, b, g in [(A, B, gamma), (10.0, 300.0, 0.02), (15.0, 250.0, 0.1)]:
    pd_num, V_num = find_minimum(a, b, g)
    pd_for, V_for = formula_minimum(a, b, g)
    assert close(pd_num, pd_for, 1e-4) and close(V_num, V_for, 1e-6)
    assert close(V_num / pd_num, b, 1e-4)
    assert close(a * np.exp(-b * pd_num / V_num), a / np.e, 1e-4)
    if (a, b, g) == (A, B, gamma):
        pd_search, V_search = pd_num, V_num

# Breakdown curve on both branches, and the smallest usable pressure-gap product
for pd in [0.3, 0.5, 1.0, 4.0]:
    assert close(breakdown(pd, A, B, gamma), B * pd / np.log(A * pd / L), 1e-6)
pd_limit = L / A
assert feedback(1e7, 0.98 * pd_limit, A, B, gamma) < 1
assert feedback(1e7, 1.02 * pd_limit, A, B, gamma) > 1

# Sum over generations below breakdown; growth from one to the next above it
V_below = 0.9 * V_min
alpha_d = A * pd_opt * np.exp(-B * pd_opt / V_below)
anode, ions = march(alpha_d)
starters, total = 1.0, 0.0
for _ in range(400):
    total += starters * anode
    starters *= gamma * ions
closed_gain = np.exp(alpha_d) / (1 - gamma * (np.exp(alpha_d) - 1))
assert close(total, closed_gain, 1e-6)
assert feedback(1.02 * V_min, pd_opt, A, B, gamma) > 1

# Detuning from the optimum
detuned = {}
for s in [0.5, 2.0]:
    detuned[s] = breakdown(s * pd_search, A, B, gamma)
    assert close(detuned[s] / V_search, s / (1 + np.log(s)), 1e-3)

# Neglected effect: cathode electrons must first gain the ionisation energy
V_ion = 15.8                 # V, argon, rounded
pd_delay, V_delay = find_minimum(A, B, gamma, delay=V_ion)
assert close(V_delay - V_min, V_ion, 1e-5)
assert close(pd_delay - pd_opt, V_ion / B, 1e-3)

# Neglected effect: yield growing with reduced field (illustrative power law)
power = 0.5
pd_yield, V_yield = find_minimum(A, B, gamma, power=power)
x_yield = V_yield / pd_yield
gamma_there = gamma * (x_yield / B) ** power
L_there = np.log(1 + 1 / gamma_there)
assert close(B / x_yield, 1 - power / ((1 + gamma_there) * L_there), 1e-3)
assert pd_yield < pd_opt

# Neglected effect: hot gas is thinner at the same pressure
T_ref, T_hot = 293.0, 400.0  # K
thin = T_ref / T_hot
pd_hot, V_hot = find_minimum(A * thin, B * thin, gamma)
assert close(pd_hot, pd_opt * T_hot / T_ref, 1e-4) and close(V_hot, V_min, 1e-6)

# Neglected effect: sideways diffusion, lowest radial mode
radius, D_over_mu = 10.0, 5.0   # cm, V (rough)
side = D_over_mu * (jn_zeros(0, 1)[0] * gap / radius) ** 2
pd_side, V_side = find_minimum(A, B, gamma, side=side)
assert V_side > V_min

pressure = pd_opt / gap
assert fit_low < B < fit_high
to_Pa = constants.torr

print(f"A (rough, argon)                    {A:.0f} 1/(cm Torr)")
print(f"B (rough, argon)                    {B:.0f} V/(cm Torr)")
print(f"gamma (rough)                       {gamma:.2f}")
print(f"gap d                               {gap:.1f} cm")
print(f"L = ln(1+1/gamma)                   {L:.4f}")
print(f"smallest usable pd, L/A             {pd_limit:.4f} Torr cm")
print(f"optimal pd, formula                 {pd_opt:.4f} Torr cm")
print(f"optimal pd, avalanche search        {pd_search:.4f} Torr cm")
print(f"optimal pd, converted               {pd_opt * to_Pa / 100:.4f} Pa m")
print(f"V_min, formula                      {V_min:.2f} V")
print(f"V_min, avalanche search             {V_search:.2f} V")
print(f"optimal pressure                    {pressure:.4f} Torr")
print(f"optimal pressure, converted         {pressure * to_Pa:.2f} Pa")
print(f"field at minimum                    {V_min / gap:.2f} V/cm")
print(f"E/p at minimum (search)             {V_search / pd_search:.1f} V/(cm Torr)")
print(f"rough fit range of E/p              {fit_low:.0f} to {fit_high:.0f} V/(cm Torr)")
print(f"alpha/p at minimum                  {A / np.e:.3f} 1/(cm Torr)")
print(f"alpha at minimum                    {A / np.e * pressure:.4f} 1/cm")
print(f"electrons at anode per starter      {march(L)[0]:.2f}")
print(f"ions per starter                    {march(L)[1]:.2f}")
print(f"feedback g at 0.9 V_min             {gamma * ions:.4f}")
print(f"summed gain at 0.9 V_min            {total:.2f}")
print(f"V at half the optimal pd            {detuned[0.5]:.1f} V")
print(f"V at twice the optimal pd           {detuned[2.0]:.1f} V")
print(f"ratio V/V_min at half pd            {detuned[0.5] / V_search:.3f}")
print(f"ratio V/V_min at twice pd           {detuned[2.0] / V_search:.3f}")
print("Neglected effects, one at a time:")
print(f"ionisation potential (rounded)      {V_ion:.1f} V")
print(f"delay: optimal pd                   {pd_delay:.4f} Torr cm")
print(f"delay: V_min                        {V_delay:.2f} V")
print(f"delay: change of pd                 {100 * (pd_delay / pd_opt - 1):+.1f} %")
for g in [0.01, 0.1]:
    pd_g, V_g = formula_minimum(A, B, g)
    print(f"gamma = {g:.2f}: optimal pd            {pd_g:.4f} Torr cm")
    print(f"gamma = {g:.2f}: V_min                 {V_g:.1f} V")
print(f"yield power law: exponent           {power:.1f}")
print(f"yield power law: optimal pd         {pd_yield:.4f} Torr cm")
print(f"yield power law: V_min              {V_yield:.2f} V")
print(f"yield power law: E/p at minimum     {x_yield:.1f} V/(cm Torr)")
print(f"yield power law: change of pd       {100 * (pd_yield / pd_opt - 1):+.1f} %")
print(f"reference and hot gas temperature   {T_ref:.0f} K, {T_hot:.0f} K")
print(f"hot gas: optimal pd                 {pd_hot:.4f} Torr cm")
print(f"hot gas: V_min                      {V_hot:.2f} V")
print(f"hot gas: change of pd               {100 * (pd_hot / pd_opt - 1):+.1f} %")
print(f"side loss: radius R                 {radius:.0f} cm")
print(f"side loss: D/mu (rough)             {D_over_mu:.0f} V")
print(f"side loss: optimal pd               {pd_side:.4f} Torr cm")
print(f"side loss: V_min                    {V_side:.2f} V")
print(f"side loss: change of V_min          {100 * (V_side / V_min - 1):+.1f} %")
print("tests ok")
```

It prints:

```
A (rough, argon)                    12 1/(cm Torr)
B (rough, argon)                    180 V/(cm Torr)
gamma (rough)                       0.07
gap d                               5.0 cm
L = ln(1+1/gamma)                   2.7269
smallest usable pd, L/A             0.2272 Torr cm
optimal pd, formula                 0.6177 Torr cm
optimal pd, avalanche search        0.6177 Torr cm
optimal pd, converted               0.8235 Pa m
V_min, formula                      111.19 V
V_min, avalanche search             111.19 V
optimal pressure                    0.1235 Torr
optimal pressure, converted         16.47 Pa
field at minimum                    22.24 V/cm
E/p at minimum (search)             180.0 V/(cm Torr)
rough fit range of E/p              100 to 600 V/(cm Torr)
alpha/p at minimum                  4.415 1/(cm Torr)
alpha at minimum                    0.5454 1/cm
electrons at anode per starter      15.29
ions per starter                    14.29
feedback g at 0.9 V_min             0.7332
summed gain at 0.9 V_min            43.01
V at half the optimal pd            181.2 V
V at twice the optimal pd           131.3 V
ratio V/V_min at half pd            1.629
ratio V/V_min at twice pd           1.181
Neglected effects, one at a time:
ionisation potential (rounded)      15.8 V
delay: optimal pd                   0.7055 Torr cm
delay: V_min                        126.99 V
delay: change of pd                 +14.2 %
gamma = 0.01: optimal pd            1.0454 Torr cm
gamma = 0.01: V_min                 188.2 V
gamma = 0.10: optimal pd            0.5432 Torr cm
gamma = 0.10: V_min                 97.8 V
yield power law: exponent           0.5
yield power law: optimal pd         0.5009 Torr cm
yield power law: V_min              109.42 V
yield power law: E/p at minimum     218.5 V/(cm Torr)
yield power law: change of pd       -18.9 %
reference and hot gas temperature   293 K, 400 K
hot gas: optimal pd                 0.8433 Torr cm
hot gas: V_min                      111.19 V
hot gas: change of pd               +36.5 %
side loss: radius R                 10 cm
side loss: D/mu (rough)             5 V
side loss: optimal pd               0.6273 Torr cm
side loss: V_min                    112.91 V
side loss: change of V_min          +1.5 %
tests ok
```
